# Peierls instability of a half-filled tight-binding chain

A ring has \(N\) identical sites (\(N\) even) with spacing \(a\), one orbital per site and one electron per site. Electrons hop between neighbours with amplitude \(-t\), where \(t>0\), and each level holds two electrons of opposite spin. The ions may move along the ring, whose total length is fixed. Consider the alternating displacement

\[
u_n=(-1)^n u ,\qquad x_n=u_{n+1}-u_n=-2(-1)^n u ,
\]

where \(x_n\) is the stretch of the bond between sites \(n\) and \(n+1\). A stretched bond has weaker hopping, \(t_n=t-\alpha x_n\) with \(\alpha>0\), and each bond costs an elastic energy \(\tfrac12 Kx_n^2\). A term linear in \(x_n\) would make no difference, because the stretches sum to zero at fixed length.

The ions are treated as classical and at rest, the temperature is zero, and repulsion between electrons is left out. The question is whether the evenly spaced chain is stable against this pairing of sites, called dimerisation. Other distortion patterns are not examined.

## (a) Find the bands and the gap of the dimerised chain.

**Solution.** For even \(n\) the bond is shortened by \(2u\), and for odd \(n\) it is lengthened by \(2u\). The hoppings therefore alternate between

\[
t_1=t+2\alpha u=t(1+\delta),\qquad t_2=t-2\alpha u=t(1-\delta),\qquad \delta=\frac{2\alpha u}{t}.
\]

The repeating cell now holds two sites. Take amplitudes \(c_n=Ae^{ikna}\) on even sites and \(c_n=Be^{ikna}\) on odd sites. An even site is joined to its right neighbour by \(t_1\) and to its left neighbour by \(t_2\); for an odd site the roles are exchanged. The Schrödinger equation gives

\[
\epsilon A=-(t_1e^{ika}+t_2e^{-ika})B,\qquad
\epsilon B=-(t_2e^{ika}+t_1e^{-ika})A .
\]

The two brackets are complex conjugates, so \(\epsilon^2=|t_1e^{ika}+t_2e^{-ika}|^2\). Since

\[
t_1e^{ika}+t_2e^{-ika}=2t(\cos ka+i\delta\sin ka),
\]

the bands are

\[
\epsilon_\pm(k)=\pm2t\sqrt{\cos^2ka+\delta^2\sin^2ka}.
\]

The cell length is \(2a\), so the distinct wave numbers satisfy \(-\pi/2<ka\le\pi/2\). There are \(N/2\) of them, with \(ka\) a multiple of \(2\pi/N\).

For \(|\delta|\le1\) the expression under the root, \(\delta^2+(1-\delta^2)\cos^2ka\), is smallest at \(ka=\pi/2\), where it equals \(\delta^2\). The gap of a long chain is therefore \(4t|\delta|\). The sign of \(\delta\) merely selects which bonds are short, so \(\delta\ge0\) is taken from here on.

## (b) Express the energy per site as a function of \(\delta\) for \(N\to\infty\).

**Solution.** The lower band has \(N/2\) levels, and two electrons in each account for all \(N\) electrons. With \(x=ka\), the sum over wave numbers becomes \((N/2\pi)\int dx\). The band energy per site is

\[
\frac{2}{2\pi}\int_{-\pi/2}^{\pi/2}(-2t)\sqrt{\cos^2x+\delta^2\sin^2x}\,dx
=-\frac{4t}{\pi}\int_0^{\pi/2}\sqrt{1-(1-\delta^2)\sin^2x}\,dx ,
\]

where the even integrand supplied a factor of two. The last integral is the complete elliptic integral of the second kind,

\[
\mathcal E(m)=\int_0^{\pi/2}\sqrt{1-m\sin^2x}\,dx,\qquad m=1-\delta^2 .
\]

There is one bond per site, and each costs \(\tfrac12K(2u)^2=2Ku^2\). With \(u=t\delta/(2\alpha)\) this is \(Kt^2\delta^2/(2\alpha^2)\). Define the dimensionless coupling

\[
\lambda=\frac{4\alpha^2}{\pi Kt},
\]

which is small for a stiff lattice. Then \(K=4\alpha^2/(\pi\lambda t)\), the elastic cost is \(2t\delta^2/(\pi\lambda)\), and the total energy per site is

\[
\varepsilon(\delta)=-\frac{4t}{\pi}\,\mathcal E(1-\delta^2)+\frac{2t}{\pi\lambda}\,\delta^2 .
\]

## (c) Show that the even chain is unstable for every finite \(K\), and find when there is a minimum with \(0<\delta<1\).

**Solution.** For \(\delta>0\) the integrand of \(\mathcal E\) is smooth, and differentiation under the integral gives

\[
\frac{d}{d\delta}\mathcal E(1-\delta^2)=\delta J(\delta),\qquad
J(\delta)=\int_0^{\pi/2}\frac{\sin^2x}{\sqrt{\cos^2x+\delta^2\sin^2x}}\,dx .
\]

Therefore

\[
\frac{d\varepsilon}{d\delta}=\frac{4t\delta}{\pi}\left[\frac1\lambda-J(\delta)\right].
\]

The integrand of \(J\) falls as \(\delta\) grows, at every \(x\) inside the interval, so \(J\) is strictly decreasing. At \(\delta=1\) it is \(\int_0^{\pi/2}\sin^2x\,dx=\pi/4\). As \(\delta\to0\) the integrand rises towards \(\sin^2x/\cos x\), whose integral diverges at \(x=\pi/2\). Hence \(J\to\infty\).

However large \(1/\lambda\) is, \(J\) exceeds it for small enough \(\delta\), and there the energy falls as \(\delta\) grows from zero. The evenly spaced infinite chain is thus unstable for any finite harmonic stiffness.

If \(\lambda<4/\pi\), then \(1/\lambda\) lies above \(J(1)\), and \(J\) crosses it once. The slope of \(\varepsilon\) changes there from negative to positive, so there is one minimum in \(0<\delta<1\), with a mirror image at \(-\delta\). If \(\lambda\ge4/\pi\), the energy falls all the way to \(\delta=1\), where every second bond has lost its hopping. A hopping law linear in the stretch cannot be trusted that far.

For numerical work, write \(\sin^2x=[1-(1-m\sin^2x)]/m\) in the numerator of \(J\). This gives

\[
J(\delta)=\frac{\mathcal K(m)-\mathcal E(m)}{m},\qquad
\mathcal K(m)=\int_0^{\pi/2}\frac{dx}{\sqrt{1-m\sin^2x}} .
\]

## (d) Find the band energy for small \(\delta\).

**Solution.** Put \(s=\cos x\) in \(J\), so that \(\sin x\,dx=-ds\) and the remaining factor is \(\sin x=\sqrt{1-s^2}\). The quantity under the root in the denominator becomes \(\delta^2+(1-\delta^2)s^2=m(s^2+\eta^2)\), with \(\eta=\delta/\sqrt m\). Hence

\[
J=\frac1{\sqrt m}\int_0^1\frac{\sqrt{1-s^2}}{\sqrt{s^2+\eta^2}}\,ds=\frac{P-Q}{\sqrt m},
\]

\[
P=\int_0^1\frac{ds}{\sqrt{s^2+\eta^2}},\qquad
Q=\int_0^1\frac{1-\sqrt{1-s^2}}{\sqrt{s^2+\eta^2}}\,ds .
\]

The first part is elementary:

\[
P=\operatorname{arsinh}\frac1\eta=\ln\frac{1+\sqrt{1+\eta^2}}{\eta}=\ln\frac2\eta+O(\eta^2).
\]

The second part stays finite as \(\eta\to0\). With \(w=\sqrt{1-s^2}\), so that \(ds/s=-w\,dw/(1-w^2)\), its limit is

\[
Q_0=\int_0^1\frac{(1-w)w}{1-w^2}\,dw=\int_0^1\frac{w}{1+w}\,dw=1-\ln2 .
\]

The error made by using this limit is bounded through \(1-\sqrt{1-s^2}\le s^2\):

\[
0\le Q_0-Q\le\int_0^1\left(s-\frac{s^2}{\sqrt{s^2+\eta^2}}\right)ds
=\frac12-\frac12\sqrt{1+\eta^2}+\frac{\eta^2}{2}\operatorname{arsinh}\frac1\eta .
\]

The right side is of order \(\eta^2\ln(1/\eta)\). Replacing \(\eta\) by \(\delta\) and \(\sqrt m\) by 1 brings errors no larger than order \(\delta^2\ln(1/\delta)\). Since \(\ln(2/\delta)-1+\ln2=\ln(4/\delta)-1\),

\[
J(\delta)=\ln\frac4\delta-1+O\!\left(\delta^2\ln\frac1\delta\right).
\]

Now integrate \(d\mathcal E/d\delta=\delta J\) from zero, starting at \(\mathcal E(1)=\int_0^{\pi/2}\cos x\,dx=1\). Integration by parts gives

\[
\int_0^\delta\delta'\ln\frac4{\delta'}\,d\delta'=\frac{\delta^2}{2}\ln\frac4\delta+\frac{\delta^2}{4},
\]

and the term \(-1\) in \(J\) contributes \(-\delta^2/2\). Therefore

\[
\mathcal E(1-\delta^2)=1+\frac{\delta^2}{2}\left[\ln\frac4\delta-\frac12\right]+O\!\left(\delta^4\ln\frac1\delta\right),
\]

\[
\varepsilon(\delta)-\varepsilon(0)=-\frac{2t}{\pi}\delta^2\left[\ln\frac4\delta-\frac12-\frac1\lambda\right]+O\!\left(t\delta^4\ln\frac1\delta\right).
\]

The band gain is of order \(\delta^2\ln(1/\delta)\), while the elastic cost is of order \(\delta^2\). A stiffer lattice raises the constant \(1/\lambda\), but the logarithm overtakes it at small enough \(\delta\).

The logarithm comes from \(P\). In the even chain \(2ts\) is the distance of a level from the Fermi energy. For \(\delta\ll s\ll1\) the integrand of \(P\) is nearly \(1/s\), so each factor of ten in this distance contributes equally. The gain is thus collected from all levels between the gap edge and the bulk of the band, and not from the gap edge alone.

## (e) Find the equilibrium gap and the energy gained at weak coupling.

**Solution.** The minimum satisfies \(J(\delta)=1/\lambda\). For \(\lambda\ll1\) the solution is small, and the result of (d) gives \(\ln(4/\delta_0)-1=1/\lambda\), or

\[
\delta_0=\frac4e\,e^{-1/\lambda},\qquad
E_{\rm gap}=4t\delta_0=\frac{16t}{e}\exp\left(-\frac{\pi Kt}{4\alpha^2}\right).
\]

The neglected terms shift \(\ln\delta_0\) by an amount of order \(\delta_0^2\ln(1/\delta_0)\), which is therefore the relative error of the gap. The exponential law belongs to weak coupling. At larger \(\lambda\) the equation \(J=1/\lambda\) must be solved as it stands, and the gap need not be small.

For the energy, insert \(\ln(4/\delta_0)=1+1/\lambda\) in the last formula of (d). The square bracket becomes \(1/2\), so

\[
\varepsilon(\delta_0)-\varepsilon(0)\simeq-\frac{t\delta_0^2}{\pi}.
\]

This is a small difference of larger terms. The band gain is \((2t/\pi)\delta_0^2(1/\lambda+1/2)\) and the cost is \((2t/\pi)\delta_0^2/\lambda\), so their ratio is \(1+\lambda/2\).

## (f) Evaluate the results for \(t=2\) eV, \(\alpha=4\) eV/Å and \(K=40\) eV/Å\(^2\).

**Solution.** These are round model values and stand for no particular material. The coupling is

\[
\lambda=\frac{4\times4^2}{\pi\times40\times2}=0.2546,\qquad \frac1\lambda=3.927 .
\]

The weak-coupling law gives \(\delta_0=4e^{-4.927}=0.02899\) and a gap of \(4\times2\times0.02899=0.232\) eV. Solving \(J(\delta)=1/\lambda\) with a numerical root finder, using the elliptic-integral form of \(J\), gives \(\delta=0.02906\). The gap is again 0.232 eV to three figures. The displacement is

\[
u=\frac{t\delta}{2\alpha}=\frac{2\times0.02906}{8}=0.0073\ \text{Å},
\]

and long and short bonds differ by \(4u=0.029\) Å.

At the numerical minimum the elastic cost is \(2t\delta^2/(\pi\lambda)=4.22\) meV per site. The band gain, \((4t/\pi)[\mathcal E(1-\delta^2)-1]\), is 4.76 meV per site. The net change is \(-0.54\) meV per site, in agreement with \(-t\delta_0^2/\pi=-2\times0.02899^2/\pi\) eV.

Changing only the stiffness gives the following values.

| \(K\) (eV/Å\(^2\)) | \(\lambda\) | \(\delta\), from \(J=1/\lambda\) | \(\delta_0\), weak coupling |
|---|---|---|---|
| 15 | 0.679 | 0.384 | 0.337 |
| 20 | 0.509 | 0.219 | 0.207 |
| 40 | 0.255 | 0.0291 | 0.0290 |
| 80 | 0.127 | 0.00057 | 0.00057 |

Doubling \(K\) from 40 to 80 eV/Å\(^2\) reduces the gap from 232 to 4.6 meV, a factor of about 51. These numbers assume classical ions at rest, which requires the vibration quantum \(2\hbar\sqrt{K/M}\) of the alternating mode, with \(M\) the ion mass, to be small against the gap. For a mass of 13 u this quantum, computed from the bare spring, is about 230 meV at \(K=40\) eV/Å\(^2\) and 320 meV at \(K=80\) eV/Å\(^2\). The zero-point spread of a bond length, about 0.04 Å, exceeds the static stretch \(2u\) in both cases. For light ions such small gaps and displacements lie outside the static-lattice picture. At \(K=15\) eV/Å\(^2\) the weak-coupling value is 12% below the full solution, relative to the latter. The limit \(\lambda=4/\pi\) of part (c) is reached at \(K=\alpha^2/t=8\) eV/Å\(^2\).

## (g) Does the same distortion pay at quarter filling?

**Solution.** With half an electron per site, the lowest \(N/4\) levels are doubly filled, which means \(|ka|<\pi/4\). The steps of (b) and (c) carry over with the upper limit \(\pi/2\) replaced by \(\pi/4\). In place of \(J\) stands

\[
J_{1/4}(\delta)=\int_0^{\pi/4}\frac{\sin^2x}{\sqrt{\cos^2x+\delta^2\sin^2x}}\,dx .
\]

The point \(x=\pi/2\) now lies outside the range, and the limit \(\delta\to0\) is finite:

\[
J_{1/4}(0)=\int_0^{\pi/4}\left(\frac1{\cos x}-\cos x\right)dx=\ln(1+\sqrt2)-\frac1{\sqrt2}=0.174 .
\]

Since \(J_{1/4}\) decreases with \(\delta\), the energy rises throughout \(0<\delta\le1\) whenever \(1/\lambda>0.174\). Beyond \(\delta=1\), where the linear hopping law cannot be trusted, the lowest levels move to the zone boundary and this argument no longer applies. A stiff quarter-filled chain therefore resists dimerisation. The logarithm requires the new gap to open at the Fermi energy, as it does at half filling. Distortions with other periods are a separate question.

## (h) How does a finite half-filled ring behave?

**Solution.** The allowed values \(ka=2\pi j/N\) include \(\pi/2\) if \(N=4n\), but not if \(N=4n+2\), with \(n\) an integer.

For \(N=4n\) the even ring has two levels at zero energy, holding two electrons. Dimerisation moves these levels to \(\pm2t|\delta|\), and both electrons take the lower one. The total energy changes by \(-4t|\delta|\), while all other changes, the elastic cost included, are of order \(\delta^2\) at fixed \(N\). Such a ring distorts for any finite \(K\).

For \(N=4n+2\), measure the wave number from the zone boundary by \(y=\pi/2-ka\). The allowed values are \(y_l=(2l-1)\pi/N\) with \(l=1,\dots,N/2\), and none of them gives \(\sin y=0\). The filled levels are \(-2t\sqrt{\sin^2y+\delta^2\cos^2y}\). Expanding the root to first order in \(\delta^2\) and counting two electrons per level, the total energy per site changes by

\[
\frac{2t\delta^2}{\pi}\left[\frac1\lambda-S_N\right],\qquad
S_N=\frac\pi N\sum_{l=1}^{N/2}\frac{\cos^2y_l}{\sin y_l} .
\]

Each filled level is a convex function of \(\delta^2\), and the elastic term is linear in \(\delta^2\). If the bracket is positive, the energy therefore rises for all \(\delta\), and the ring stays even.

To find \(S_N\) for large \(N\), write \(\cos^2y/\sin y=1/y+1/(\pi-y)+r(y)\), where \(r\) is smooth on \([0,\pi]\). The points \(y_l\) are the midpoints of intervals of width \(h=2\pi/N\), and \(S_N\) is \(h/2\) times the sum. Each of the two singular terms gives

\[
\sum_{l=1}^{N/2}\frac1{l-\frac12}\simeq\ln\frac N2+\gamma+2\ln2 ,
\]

with \(\gamma=0.577\) Euler's constant. For the smooth term the sum becomes an integral. Since \(\cos^2y/\sin y=1/\sin y-\sin y\),

\[
\int_0^\pi r\,dy=\left[\ln\frac{(\pi-y)\tan(y/2)}{y}+\cos y\right]_0^\pi=2\ln\frac2\pi-2 .
\]

Half the sum of the three contributions is

\[
S_N\simeq\ln\frac{4N}{\pi}+\gamma-1 .
\]

The logarithm of the infinite chain is now cut off by the level spacing. Setting \(S_N=1/\lambda\) and using \(e^{1+1/\lambda}=4/\delta_0\) gives the critical size

\[
N_c=\frac\pi4\,e^{1-\gamma+1/\lambda}=\frac{\pi e^{-\gamma}}{\delta_0} .
\]

At this size the even ring has a level gap \(4t\sin(\pi/N_c)\simeq4\pi t/N_c=e^{\gamma}\,4t\delta_0\), which is comparable with the gap of the infinite dimerised chain.

For the parameters of (f), \(N_c=60.8\). Diagonalising the \(N\times N\) hopping matrix and comparing total energies at \(\delta=0\) and \(\delta=10^{-4}\) shows that the ring of 58 sites stays even, while the ring of 62 sites dimerises.
